Two competing precursor decomposition channels and their crossover temperature

**Problem**

A precursor molecule in the gas phase can decompose in two ways. Channel 1 has Arrhenius energy E₁ = 120 kJ/mol and prefactor A₁ = 10¹³ s⁻¹. Channel 2 has E₂ = 150 kJ/mol and A₂ = 10¹⁶ s⁻¹. Both channels are first order and irreversible, and the four parameters do not depend on temperature. The pressure is high enough for collisions to keep the molecules in thermal equilibrium (the high-pressure limit). The dominant channel is the one that carries more than half of the decomposition.

(a) Show that the dominant channel switches near 522 K, that it does so once, and say which channel wins on each side.

(b) Find the rate constant of each channel at the crossing.

(c) The gas spends 0.1 s at a uniform temperature. Find the share of channel 2 and the converted fraction at 450 K, at the crossing and at 600 K. How wide is the switch?

(d) What activation energy would be read from the total decomposition rate?

(e) What do the prefactors say about the two transition states?

(f) How far does the crossing move if the energy gap is wrong by 4 kJ/mol, or the ratio of prefactors by a factor of three?

**Hints**

For (a), divide one rate constant by the other before taking a logarithm. Besides the temperature, the result contains only the difference of the energies and the ratio of the prefactors.

For (b), do not insert the rounded temperature into an exponential. Eliminate the temperature algebraically.

For (c), write the rate equation of each product and compare the two. Then express the share through 1/T − 1/T*, where T* is the crossing temperature.

For (d), the activation energy read from an Arrhenius plot is −R times the slope of ln k against 1/T.

For (e), compare the Arrhenius form with the Eyring form, which contains an activation entropy.

For (f), look at how T* depends on the gap and on the logarithm of the prefactor ratio.

**Solution**

(a) The crossing

Each rate constant has the form

kᵢ = Aᵢ exp(−Eᵢ/RT),

with R = 8.3145 J/(mol K). Dividing the second by the first gives

k₂/k₁ = (A₂/A₁) exp[−(E₂ − E₁)/RT].

Write ΔE = E₂ − E₁ = 30 kJ/mol and take the logarithm:

ln(k₂/k₁) = ln(A₂/A₁) − ΔE/RT.

At the crossing k₂ = k₁ and the left side is zero. Hence ΔE/RT* = ln(A₂/A₁), or

T* = ΔE / [R ln(A₂/A₁)].

With ln(10³) = 6.9078 the denominator is 8.3145 × 6.9078 = 57.434 J/(mol K), and

T* = 30 000 / 57.434 = 522.3 K,

which is 249 °C.

The derivative of the logarithm settles the rest of the question:

d ln(k₂/k₁)/dT = ΔE/RT² > 0.

The ratio rises steadily with temperature, so it passes through one a single time. Below T* channel 1 is faster, and above T* channel 2 is faster.

The switch needs both differences. If the prefactors were equal, the ratio would be exp(−ΔE/RT), which is below one at every finite temperature, and the channel with the lower energy would win throughout. If the channel with the higher energy had the smaller prefactor, the formula would give a negative T*, which means that no crossing exists. A crossing at positive temperature requires ΔE and ln(A₂/A₁) to have the same sign.

(b) The rate at the crossing

The crossing condition gives 1/RT* = ln(A₂/A₁)/ΔE. Insert this in k₁:

k* = A₁ exp[−(E₁/ΔE) ln(A₂/A₁)] = A₁ (A₁/A₂)^(E₁/ΔE).

The exponent is 120/30 = 4, so

k* = 10¹³ × (10⁻³)⁴ = 10 s⁻¹.

Channel 2 must give the same value. Its exponent is 150/30 = 5, and 10¹⁶ × (10⁻³)⁵ = 10 s⁻¹. The extra factor of 1000 in the prefactor is cancelled by an extra factor of 1/1000 in the Boltzmann term.

The rate at the crossing decides whether the switch matters in practice. Here the total rate constant is 20 s⁻¹ and the mean lifetime 0.05 s, comparable with the stated residence time. Had k* been many orders of magnitude smaller, the gas would leave the hot zone almost undecomposed at T*.

(c) Shares, conversion and width

Let N be the number of precursor molecules and Pᵢ the number that have decomposed through channel i. Then

dN/dt = −(k₁ + k₂)N,  dPᵢ/dt = kᵢN.

At constant temperature the first equation gives N = N₀ exp[−(k₁ + k₂)t]. Integrating the second from P = 0 at t = 0 gives

Pᵢ = N₀ [kᵢ/(k₁ + k₂)] {1 − exp[−(k₁ + k₂)t]}.

The curly bracket is the converted fraction. It is common to both channels, so P₂/P₁ = k₂/k₁ at all times. The share of channel 2 is therefore

f₂ = k₂/(k₁ + k₂) = 1/(1 + k₁/k₂).

From part (a), ln(k₁/k₂) = ΔE/RT − ln(A₂/A₁). Replacing ln(A₂/A₁) by ΔE/RT* gives

f₂ = 1 / {1 + exp[(ΔE/R)(1/T − 1/T*)]}.

The numbers at the three temperatures are as follows.

At 450 K: k₁ = 0.118 s⁻¹ and k₂ = 0.0388 s⁻¹. The share is f₂ = 0.0388/0.1566 = 0.25. The exponent for the conversion is 0.1566 × 0.1 = 0.0157, and 1.6 % of the gas decomposes.

At T*: k₁ = k₂ = 10 s⁻¹ and f₂ = 0.50. The exponent is 20 × 0.1 = 2, and 1 − e⁻² = 0.86 of the gas decomposes.

At 600 K: k₁ = 358 s⁻¹ and k₂ = 874 s⁻¹, so f₂ = 0.71. The exponent is about 123, and the conversion is complete for any practical purpose.

The switch is a slow change of majority. To measure its width, ask where f₂ equals 0.1 and 0.9. The exponential in f₂ must then equal 9 and 1/9, which gives

1/T = 1/T* ± R ln 9/ΔE,

with the plus sign for 0.1. The two terms are 1.9145 × 10⁻³ K⁻¹ and 0.6090 × 10⁻³ K⁻¹, and the limits are 396 K and 766 K. They are symmetric about the crossing in 1/T but not in T: the lower lies 126 K below T*, the upper 244 K above it. The width in 1/T depends on ΔE alone. A larger gap makes the switch sharper on that scale.

The upper limit needs care. At 600 K the mean lifetime is already 1/1232 s, or 0.8 ms. A gas that takes longer than this to warm steadily from 600 K to 766 K decomposes well before it arrives. Even for a ramp of 0.8 ms, nine tenths are gone by about 666 K, and channel 2 carries about 0.78 of the total rather than 0.9. Its products then reflect the shares at the temperatures passed on the way, and not the share at the final temperature.

(d) The apparent activation energy

Let k = k₁ + k₂. The energy read from an Arrhenius plot is

E_app = −R d ln k/d(1/T) = −(R/k)[dk₁/d(1/T) + dk₂/d(1/T)].

Since dkᵢ/d(1/T) = −(Eᵢ/R)kᵢ, the factors of R and the signs cancel:

E_app = (k₁E₁ + k₂E₂)/(k₁ + k₂) = (1 − f₂)E₁ + f₂E₂.

It is the mean of the two energies, weighted by the shares. It is 127 kJ/mol at 450 K, 135 kJ/mol at T* and 141 kJ/mol at 600 K. The apparent energy rises with temperature because the share of the high-energy channel rises. A straight line fitted to the total rate over a narrow range around T* would give about 135 kJ/mol, an energy that belongs to neither channel.

(e) The meaning of the prefactors

The Eyring form of a unimolecular rate constant is

k = (k_B T/h) exp(ΔS/R) exp(−ΔH/RT),

where ΔS and ΔH are the entropy and enthalpy of activation, taken as constant. The Arrhenius energy is E = RT² d ln k/dT. The factor T in front contributes RT and the last exponential contributes ΔH:

E = ΔH + RT.

The prefactor is A = k exp(E/RT). Since (E − ΔH)/RT = 1, this is

A = e (k_B T/h) exp(ΔS/R).

At T* the given prefactors correspond to ΔS₁ = −9 J/(mol K) and ΔS₂ = +48 J/(mol K). The transition state of channel 1 is slightly more ordered than the reactant. That of channel 2 is much looser, with more accessible states. This fits a picture in which channel 1 is an elimination through a cyclic transition state that transfers a hydrogen atom, and channel 2 is the breaking of a bond. The picture is an interpretation; the prefactors alone do not prove a mechanism.

In the ratio A₂/A₁ the factor e k_B T/h cancels, so R ln(A₂/A₁) = ΔS₂ − ΔS₁. Likewise the term RT cancels in E₂ − E₁, which equals ΔH₂ − ΔH₁. The crossing temperature becomes

T* = (ΔH₂ − ΔH₁)/(ΔS₂ − ΔS₁).

This is the temperature at which the two free energies of activation, ΔH − TΔS, are equal. When cold, the low enthalpy decides; when hot, the high entropy does. The weak temperature dependence of the Eyring prefactor does not move the crossing, because both channels share it.

(f) Sensitivity

T* is proportional to ΔE, with slope 1/[R ln(A₂/A₁)] = 1000/57.434 = 17.4 K per kJ/mol. With the prefactors held fixed, a gap of 26 kJ/mol gives 453 K and a gap of 34 kJ/mol gives 592 K.

With the gap held fixed, a change of A₂/A₁ by a factor of three changes its logarithm by ±1.099. For the larger ratio

T* = 30 000/[8.3145 × (6.908 + 1.099)] = 451 K,

and for the smaller ratio the same formula with a minus sign gives 621 K. The crossing is the quotient of two differences, and a modest error in either parameter is a sizeable part of the difference. The value 522 K is thus a precise consequence of the stated parameters. As a prediction for a real molecule, it shifts by 70 to 100 K if one parameter carries such an error. If both do, the shifts can largely cancel, or add up to about 180 K upward or 130 K downward.

**Variation 1: tunnelling in channel 1**

Suppose that the parameters of channel 1 come from a calculation in which the nuclei cross the barrier classically, and that the moving atom is hydrogen. Take a barrier of parabolic shape whose imaginary frequency ν corresponds to 1000 cm⁻¹, a rough value. Where is the crossing now?

Let x be the energy along the reaction path, measured from the barrier top in units of k_B T, and let u = hν/k_B T. The quantum transmission probability of a parabolic barrier, taken here as known, is 1/[1 + exp(−2πx/u)]. Classically it is zero for x < 0 and one for x > 0, and its thermal average ∫ e⁻ˣ dx from 0 to ∞ is one. The correction factor for k₁ is therefore the quantum average itself:

κ = ∫ e⁻ˣ / [1 + exp(−2πx/u)] dx, from −∞ to ∞.

Substitute y = exp(−2πx/u). Then e⁻ˣ = y^p with p = u/2π, and dx = −p dy/y. The minus sign reverses the limits, so that

κ = p ∫ y^(p−1)/(1 + y) dy, from 0 to ∞.

The integral is the standard one, π/sin(πp), valid for 0 < p < 1. With πp = u/2,

κ = (u/2)/sin(u/2),  for u < 2π.

At 522 K, u = 2.755 and κ = 1.40. The barrier is in truth finite, but its height is 27.6 RT, and the integrand is negligible that far below the top.

The new crossing satisfies κk₁ = k₂, or

T = ΔE / {R [ln(A₂/A₁) − ln κ(T)]}.

Starting with κ = 1.40 gives about 549 K. Tunnelling is slightly weaker there, and repeating the step leads to 547 K. The low-energy channel keeps its lead for a further 24 K.

If E₁ and A₁ were instead fitted to rates measured near the crossing, tunnelling would already be contained in them, and the factor must not be applied again. A fit to much colder data need not hold at the crossing, because tunnelling bends the Arrhenius line.

**Variation 2: low pressure**

The reactor runs at 1 Torr in nitrogen. Are collisions still frequent enough for the high-pressure limit?

A molecule decomposes at a rate that depends on its internal energy E. In the classical RRK model the molecule is a set of s equal oscillators that share E at random. The probability that one chosen oscillator holds at least Eᵢ is (1 − Eᵢ/E)^(s−1), and the rate is

rᵢ(E) = Aᵢ (1 − Eᵢ/E)^(s−1) for E > Eᵢ, and zero below.

The thermal energy distribution is f(E) = E^(s−1) exp(−E/RT)/[(s−1)! (RT)^s]. In the product rᵢf the powers of E cancel and leave (E − Eᵢ)^(s−1). With E = Eᵢ + y the integral of rᵢf becomes Aᵢ exp(−Eᵢ/RT), which is the Arrhenius law of the high-pressure limit.

Now let collisions occur with frequency ω, each one giving the molecule a fresh thermal energy (strong collisions). If n(E) is the population per unit energy, the balance of gain and loss is

ωN f(E) = [ω + r₁(E) + r₂(E)] n(E).

This neglects the slow decay of N, which is allowed when the decomposition rate is far below ω. The rate constants are then

kᵢ = ∫ rᵢ(E) f(E) w(E) dE,  w = ω/(ω + r₁ + r₂).

The factor w falls with energy, while r₂/r₁ grows with energy. The weighting therefore favours energies at which channel 2 is relatively weak, and k₂/k₁ drops below its high-pressure value at every temperature. Since that value is already below one under T*, the crossing can move only upward.

The collision frequency is ω = (p/k_B T) π d² (8k_B T/πμ)^(1/2), with p the pressure and μ the reduced mass. For a diameter d = 0.6 nm and masses of 150 u and 28 u it is 1.4 × 10⁷ s⁻¹ at 1 Torr and T*. The integrand of the high-pressure k₂ peaks at y = (s − 1)RT. For s = 20 and RT = 4.34 kJ/mol this lies 82.5 kJ/mol above E₂, at E = 232.5 kJ/mol. There

r₂ = 10¹⁶ × (82.5/232.5)¹⁹ ≈ 3 × 10⁷ s⁻¹,

which exceeds ω. These molecules are used up faster than collisions replace them. The corresponding peak for channel 1 lies at 202.5 kJ/mol, where r₁ ≈ 4 × 10⁵ s⁻¹ is far below ω.

The full integrals at T* and 1 Torr confirm this. For s = 20, k₁ falls from 10 to 8.0 s⁻¹ and k₂ from 10 to 3.3 s⁻¹. The share of channel 2 is then 0.29 instead of 0.50, and the crossing moves to 678 K. The mean lifetime at that temperature is only about 0.2 ms, so gas that warms up steadily over 0.1 s decomposes before reaching it, mostly through channel 1. For s = 30 the energy is spread over more oscillators, the rates at the peak energies are lower, and the crossing lies at 552 K. At 760 Torr it lies at 525 K for s = 20 and at 523 K for s = 30. For these two values of s, 522 K thus holds well at atmospheric pressure, but not at 1 Torr. With far fewer oscillators the high-pressure limit can fail even at atmospheric pressure.

The example is meant to resemble a hot-wall deposition reactor fed with a metal-organic precursor, with 1 Torr and 0.1 s assumed as round values. The energies and prefactors are round numbers, not data for a compound. If channel 2 is the breaking of a bond, its energy of 150 kJ/mol means that the model describes a weakly bound precursor. At 1 Torr the high-pressure limit fails in this model, and its failure moves the crossing up by about 30 to 160 K for the two values of s. Inefficient collisions, reactions on the walls and temperature gradients are left out, and their effect is not estimated here. The numerical output below lists the crossing for both pressures and both values of s.

Computed values

```
E1, E2 = 120, 150 kJ/mol
A1, A2 = 1e+13, 1e+16 1/s
gas constant R = 8.314463 J/(mol K)
ln(A2/A1) = 6.90776
R ln(A2/A1) = 57.434 J/(mol K)
crossing T*, formula = 522.34 K
crossing T*, root search = 522.34 K
crossing T* in Celsius = 249.2 C
E1/(R T*), E2/(R T*) = 27.631, 34.539
common rate at T* = 10.000 1/s
residence time = 0.1 s
T = 450.00 K: k1 = 0.1178 1/s, k2 = 0.0388 1/s
  k2/k1 = 0.3294, channel 2 share = 0.2478
  converted fraction = 0.0155
  apparent energy = 127.43 kJ/mol
T = 522.34 K: k1 = 10 1/s, k2 = 10 1/s
  k2/k1 = 1.0000, channel 2 share = 0.5000
  converted fraction = 0.8647
  apparent energy = 135.00 kJ/mol
T = 600.00 K: k1 = 357.5 1/s, k2 = 874.2 1/s
  k2/k1 = 2.4452, channel 2 share = 0.7097
  converted fraction = 1.0000
  apparent energy = 141.29 kJ/mol
channel 2 share 0.1 at 396.3 K, 0.9 at 766.0 K
activation entropy 1 at T* = -9.02 J/(mol K)
activation entropy 2 at T* = 48.42 J/(mol K)
shift of T* per kJ/mol of gap = 17.41 K
T* for gap -4, +4 kJ/mol = 452.7, 592.0 K
T* for A2/A1 times 3 = 450.7 K
T* for A2/A1 divided by 3 = 621.1 K
barrier wavenumber = 1000 1/cm
u = h nu/(kB T*) = 2.755
tunnelling factor at T* = 1.403
crossing with tunnelling = 546.7 K
collision diameter = 0.6 nm
masses = 150, 28 u
collision frequency at T*, 1 Torr = 1.43e+07 1/s
collision frequency at T*, 760 Torr = 1.09e+10 1/s
s = 20, 1 Torr, T*: k1, k2 = 7.989, 3.266 1/s
  crossing at 1 Torr = 678.3 K
  crossing at 760 Torr = 524.9 K
s = 30, 1 Torr, T*: k1, k2 = 9.338, 7.102 1/s
  crossing at 1 Torr = 551.7 K
  crossing at 760 Torr = 522.5 K
```
